# Island radius needed to close pinholes between randomly placed nuclei: test program

```python
"""
Pinholes between randomly placed hemispherical islands.

Result under test: for Poisson nuclei of density N and independent footprint
radii, the density of enclosed bare patches (pinholes) at high coverage is
    h = N * (pi*N*<r>^2 - 1) * exp(-pi*N*<r^2>).
For equal radii and a = pi*N*r^2 this is h = N*(a-1)*exp(-a).
N: nuclei per area; r: island radius; <>: mean over islands.
The simulations use N = 1 (area per nucleus as unit); the example uses nm.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree
from scipy.special import dawsn, lambertw

rng = np.random.default_rng(20417)


def hole_density(density, mean_r, mean_r2):
    return density * (np.pi * density * mean_r**2 - 1) * np.exp(
        -np.pi * density * mean_r2)


def bare_mask(points, trees, box):
    """True where a point lies in no disc (touching a rim is allowed)."""
    points = np.mod(points, box)
    mask = np.ones(len(points), dtype=bool)
    for tree, radius in trees:
        left = np.flatnonzero(mask)
        if len(left):
            dist = tree.query(points[left],
                              distance_upper_bound=radius * (1 - 1e-9))[0]
            mask[left] = np.isinf(dist)
    return mask


def trace_holes(centres, radii, box):
    """Count hole boundaries, lowest corners, bare disc tops, bare corners."""
    trees = [(cKDTree(centres[radii == q], boxsize=box), q)
             for q in np.unique(radii)]
    all_tree = cKDTree(centres, boxsize=box)
    pairs = all_tree.query_pairs(2 * radii.max(), output_type="ndarray")
    i, j = pairs.T
    sep = centres[j] - centres[i]
    sep -= box * np.round(sep / box)
    dist = np.hypot(sep[:, 0], sep[:, 1])
    keep = (dist < radii[i] + radii[j]) & (dist > abs(radii[i] - radii[j]))
    i, j, sep, dist = i[keep], j[keep], sep[keep], dist[keep]
    along = (dist**2 + radii[i]**2 - radii[j]**2) / (2 * dist)
    across = np.sqrt(np.maximum(radii[i]**2 - along**2, 0))
    unit = sep / dist[:, None]
    side = np.column_stack((-unit[:, 1], unit[:, 0]))
    offset = np.concatenate([along[:, None] * unit + s * across[:, None] * side
                             for s in (1, -1)])
    i, j, sep = np.tile(i, 2), np.tile(j, 2), np.tile(sep, (2, 1))
    mask = bare_mask(centres[i] + offset, trees, box)
    i, j, sep, offset = i[mask], j[mask], sep[mask], offset[mask]
    n_i = offset / radii[i][:, None]
    n_j = (offset - sep) / radii[j][:, None]
    cross = n_i[:, 0] * n_j[:, 1] - n_i[:, 1] * n_j[:, 0]
    # A lowest corner has the upward direction between its two normals.
    lowest = np.sum((-n_j[:, 0] / cross > 0) & (n_i[:, 0] / cross > 0))
    tops = centres + np.column_stack((np.zeros(len(radii)), radii))
    bare_tops = np.sum(bare_mask(tops, trees, box))
    # At each corner a bare arc starts on one circle and one ends on the other.
    m = len(i)
    angle_i = np.arctan2(n_i[:, 1], n_i[:, 0])
    angle_j = np.arctan2(n_j[:, 1], n_j[:, 0])
    starts_i = cross > 0
    disc = np.concatenate((np.where(starts_i, i, j), np.where(starts_i, j, i)))
    angle = np.concatenate((np.where(starts_i, angle_i, angle_j),
                            np.where(starts_i, angle_j, angle_i)))
    order = np.lexsort((angle, disc))
    sorted_disc = disc[order]
    first = np.searchsorted(sorted_disc, sorted_disc, side="left")
    last = np.searchsorted(sorted_disc, sorted_disc, side="right") - 1
    place = np.arange(2 * m)
    following = order[np.where(place == last, first, place + 1)]
    is_start = order < m
    assert np.all(following[is_start] >= m)
    successor = np.empty(m, dtype=int)
    successor[order[is_start]] = following[is_start] - m
    graph = csr_matrix((np.ones(m), (np.arange(m), successor)), shape=(m, m))
    loops = connected_components(graph, directed=False)[0]
    return loops, lowest, bare_tops, m


# Simulation of hole counts for equal and unequal radii.
samples, nuclei_mean = 20, 2000
box = np.sqrt(nuclei_mean)
simulation_report = []
for exponent, spread in ((4.0, 0.0), (6.0, 0.0), (5.0, 0.25)):
    mean_r = np.sqrt(exponent / (np.pi * (1 + spread**2)))
    counts = []
    for _ in range(samples):
        number = rng.poisson(nuclei_mean)
        centres = rng.random((number, 2)) * box
        radii = mean_r * (1 + spread * rng.choice([-1.0, 1.0], number))
        result = trace_holes(centres, radii, box)
        assert result[0] == result[1] - result[2]
        counts.append(result)
    counts = np.array(counts) / nuclei_mean
    average = counts.mean(axis=0)
    error = counts.std(axis=0, ddof=1) / np.sqrt(samples)
    bare = np.exp(-exponent)
    expected = np.array([hole_density(1.0, mean_r, exponent / np.pi),
                         np.pi * mean_r**2 * bare, bare,
                         4 * np.pi * mean_r**2 * bare])
    # Statistical tolerance: five standard errors of the sample mean.
    assert np.all(abs(average - expected) < 5 * error)
    assert error[0] < 0.10 * expected[0]
    simulation_report.append((exponent, spread, average[0], error[0],
                              expected[0]))

# Nuclei born on covered ground never change the covered region.
final_r, births_per_growth = 0.9, 0.3
seeds = rng.poisson(nuclei_mean)
late = rng.poisson(nuclei_mean * births_per_growth * final_r)
birth = np.concatenate((np.zeros(seeds), np.sort(rng.random(late) * final_r)))
place_of = rng.random((seeds + late, 2)) * box


def periodic_distance(points, point):
    delta = points - point
    delta -= box * np.round(delta / box)
    return np.hypot(delta[:, 0], delta[:, 1])


real = np.ones(seeds + late, dtype=bool)
for k in range(seeds, seeds + late):
    reach = birth[k] - birth[:k]
    real[k] = not np.any(
        real[:k] & (periodic_distance(place_of[:k], place_of[k]) < reach))
probes = rng.random((3000, 2)) * box
with_all, with_real = [], []
for probe in probes:
    inside = periodic_distance(place_of, probe) < final_r - birth
    with_all.append(inside.any())
    with_real.append(inside[real].any())
assert np.sum(~real) > 50 and with_all == with_real

# Worked example, lengths in nm.
cm2 = 1e14                       # nm^2 in one cm^2
N = 1e12 / cm2
target = 1 / cm2
growth_per_cycle = 0.05


def equal_holes(r, density=N):
    return hole_density(density, r, r**2)


def closure_radius(function, goal=target):
    low = np.sqrt(3.5 / (np.pi * N))
    return brentq(lambda r: np.log(function(r) / goal), low, 65.0)


r_close = closure_radius(equal_holes)
a_close = np.pi * N * r_close**2
a_lambert = 1 - lambertw(-np.e * target / N, -1).real
assert abs(a_close - a_lambert) < 1e-8
r_naive = np.sqrt(np.log(N / target) / (np.pi * N))
cluster_bound = N * np.exp(-2 * a_close) * cm2
assert cluster_bound < 1e-10
hole_area = 1 / (N * (a_close - 1))
corners = 4 * a_close / (a_close - 1)

# Mean thickness: formula, quadrature and direct sampling.
deficit = dawsn(np.sqrt(a_close)) / np.sqrt(np.pi * N)
deficit_quad = quad(lambda z: np.exp(-np.pi * N * (r_close**2 - z**2)),
                    0, r_close, epsabs=1e-11)[0]
assert abs(deficit - deficit_quad) < 1e-7
side_nm = np.sqrt(20000 / N)
film_nuclei = rng.random((rng.poisson(20000), 2)) * side_nm
film_tree = cKDTree(film_nuclei, boxsize=side_nm)
nearest = film_tree.query(rng.random((100000, 2)) * side_nm)[0]
height = np.sqrt(np.maximum(r_close**2 - nearest**2, 0))
# Sampling error of the mean is a few thousandths of a nm.
assert abs(height.mean() - (r_close - deficit)) < 0.03

# Effects neglected by the simple model.
patch = 0.10
r_patchy = closure_radius(lambda r: 0.5 * (
    equal_holes(r, N * (1 - patch)) + equal_holes(r, N * (1 + patch))))
radius_spread = 0.10
r_spread = closure_radius(
    lambda r: hole_density(N, r, r**2 * (1 + radius_spread**2)))
late_fraction = 0.01             # new nuclei per nm of growth, relative to N


def continued_holes(r):
    total = N * (1 + late_fraction * r)
    first_moment = N * (r + late_fraction * r**2 / 2) / total
    second_moment = N * (r**2 + late_fraction * r**3 / 3) / total
    return hole_density(total, first_moment, second_moment)


r_continued = closure_radius(continued_holes)
cell = 1.0                       # at most one nucleus per cell, nm^2
r_cells = r_close / np.sqrt(-np.log(1 - N * cell) / (N * cell))
smallest_hole = 0.2
r_half = closure_radius(lambda r: equal_holes(r, N / 2))
spacing = np.sqrt(2 / (np.sqrt(3) * N))
r_lattice = spacing / np.sqrt(3)
assert r_naive < r_close < r_patchy < r_half
assert r_continued < r_close and r_spread < r_close
assert 31.0 < r_close < 32.0

print("Simulated holes per nucleus (mean, standard error, formula):")
for exponent, spread, mean, err, formula in simulation_report:
    print(f"  exponent {exponent:.0f}, relative radius spread {spread:.2f}: "
          f"{mean:.5f}, {err:.5f}, {formula:.5f}")
print(f"Covered-ground nuclei removed without effect: {np.sum(~real)}")
print(f"Nucleus density: {N * cm2:.1e} cm^-2 = {N:.3f} nm^-2")
print(f"Target pinhole density: {target * cm2:.1f} cm^-2")
print(f"Exponent a at closure: {a_close:.3f}")
print(f"Closure radius: {r_close:.2f} nm = {r_close * 1e-7:.3e} cm")
print(f"Bare area fraction at closure: {np.exp(-a_close):.2e}")
print(f"Radius from N exp(-a) = target: {r_naive:.2f} nm")
print(f"Bound on isolated clusters: {cluster_bound:.1e} cm^-2")
print(f"Mean hole area: {hole_area:.2f} nm^2")
print(f"Diameter of disc of that area: {2*np.sqrt(hole_area/np.pi):.2f} nm")
print(f"Mean corners per hole: {corners:.2f}")
print(f"Mean film thickness, formula: {r_close - deficit:.2f} nm")
print(f"Mean film thickness, sampled: {height.mean():.2f} nm")
print(f"Growth per cycle (rough): {growth_per_cycle:.2f} nm")
print(f"Cycles of growth to closure: {r_close / growth_per_cycle:.0f}")
for goal in (100.0, 0.01):
    radius = closure_radius(equal_holes, goal / cm2)
    print(f"Radius for {goal:g} holes per cm^2: {radius:.2f} nm")
print(f"Radius, density patches +/-{patch:.0%}: {r_patchy:.2f} nm")
print(f"Mean radius, {radius_spread:.0%} radius spread: {r_spread:.2f} nm")
print(f"Oldest-island radius, new nuclei {late_fraction:.0%} of N per nm: "
      f"{r_continued:.2f} nm")
print(f"Radius, one nucleus at most per {cell:.1f} nm^2: {r_cells:.2f} nm")
print(f"Radius, ignoring holes under {smallest_hole:.1f} nm inradius: "
      f"{r_close - smallest_hole:.2f} nm")
print(f"Radius with half the nuclei: {r_half:.2f} nm")
print(f"Triangular array: spacing {spacing:.2f} nm, "
      f"closure radius {r_lattice:.2f} nm")
print(f"Random-to-array radius ratio: {r_close / r_lattice:.2f}")
print("all assertions hold")
```

Running it gives:

```
Simulated holes per nucleus (mean, standard error, formula):
  exponent 4, relative radius spread 0.00: 0.05375, 0.00078, 0.05495
  exponent 6, relative radius spread 0.00: 0.01293, 0.00049, 0.01239
  exponent 5, relative radius spread 0.25: 0.02608, 0.00081, 0.02497
Covered-ground nuclei removed without effect: 266
Nucleus density: 1.0e+12 cm^-2 = 0.010 nm^-2
Target pinhole density: 1.0 cm^-2
Exponent a at closure: 31.033
Closure radius: 31.43 nm = 3.143e-06 cm
Bare area fraction at closure: 3.33e-14
Radius from N exp(-a) = target: 29.66 nm
Bound on isolated clusters: 1.1e-15 cm^-2
Mean hole area: 3.33 nm^2
Diameter of disc of that area: 2.06 nm
Mean corners per hole: 4.13
Mean film thickness, formula: 30.91 nm
Mean film thickness, sampled: 30.91 nm
Growth per cycle (rough): 0.05 nm
Cycles of growth to closure: 629
Radius for 100 holes per cm^2: 28.91 nm
Radius for 0.01 holes per cm^2: 33.75 nm
Radius, density patches +/-10%: 32.69 nm
Mean radius, 10% radius spread: 31.27 nm
Oldest-island radius, new nuclei 1% of N per nm: 30.06 nm
Radius, one nucleus at most per 1.0 nm^2: 31.35 nm
Radius, ignoring holes under 0.2 nm inradius: 31.23 nm
Radius with half the nuclei: 43.93 nm
Triangular array: spacing 10.75 nm, closure radius 6.20 nm
Random-to-array radius ratio: 5.07
all assertions hold
```
